\section*{End-to-End Resistance of a Floating Metal Strip on a Conducting Film, part 2}

A thin conducting film of width $W$ carries a steady current $I_0$ along $+x$. A metal strip with no lead attached (floating) covers the full width over $-d/2<x<d/2$. We seek the resistance $R$ between the film cross-sections at the strip's two edges, that is, their potential difference divided by $I_0$.

The film under the strip has sheet resistance $R_s$ (ohm per square); without the metal path its resistance would be $R_sd/W$. The contact resistivity is $\rho_c$ (resistance times area). The film has potential $V(x)$ and current $I(x)$, with $I(\pm d/2)=I_0$. The ideal metal has one potential $V_m$. The current density $J$ is positive from film to metal:
\begin{equation}
J(x)=\frac{u(x)}{\rho_c},\qquad u(x)=V(x)-V_m .
\label{eq:contact}
\end{equation}
The thin-film equations are
\begin{equation}
\frac{dV}{dx}=-\frac{R_s}{W}\,I ,
\label{eq:ohm}
\end{equation}
\begin{equation}
\frac{dI}{dx}=-\frac{W}{\rho_c}\,u .
\label{eq:charge}
\end{equation}
With the transfer length $L_T=\sqrt{\rho_c/R_s}$ and $y=d/(2L_T)$, they give
\begin{equation}
R=\frac{2R_sL_T}{W}\tanh y .
\label{eq:recallR}
\end{equation}
If $P_f$ and $P_c$ are the powers dissipated in film and contact, the contact's share is
\begin{equation}
f=\frac{P_c}{P_f+P_c}=\frac12-\frac{y}{2\sinh y\cosh y}
=\frac12-\frac{y}{\sinh2y},
\label{eq:share}
\end{equation}
with $f\approx y^2/3$ for small $y$.

The example has $R_s=50~\Omega$ per square, $\rho_c=10^{-6}~\Omega\,{\rm cm}^2=100~\Omega\,\mu{\rm m}^2$, $d=4~\mu$m, $W=20~\mu$m and $I_0=1$~mA. Then $L_T=1.414~\mu$m, $y=1.414$, $R=6.28~\Omega$ and $f=0.332$; the film–metal voltage at each edge is $3.14$~mV in magnitude.

Two comparisons recur. The resistor network divides the strip into cells joined by film resistors, each connected to the metal through a contact resistor, and solves Kirchhoff's laws. In an end contact, all the current leaves through the metal, and the resistance is taken from the film's entry edge to the metal.

\subsection{What a measurement of $R$ says about the contact}

Write Eq.~(\ref{eq:recallR}) with its dependence on $\rho_c$ in view:
\begin{equation}
R=\frac{2}{W}\sqrt{R_s\rho_c}\,\tanh y,\qquad y=\frac d2\sqrt{\frac{R_s}{\rho_c}} .
\end{equation}
The square root contributes $1/2$ to the logarithmic derivative. The factor $\tanh y$ contributes through $y\propto\rho_c^{-1/2}$, and
\begin{equation}
\frac{d\ln\tanh y}{d\ln y}=\frac{y}{\tanh y\cosh^2y}=\frac{2y}{\sinh2y}.
\label{eq:logtanh}
\end{equation}
At fixed $R_s$, $d$ and $W$,
\begin{equation}
\frac{\partial\ln R}{\partial\ln\rho_c}
=\frac12-\frac12\,\frac{2y}{\sinh2y}=f .
\end{equation}
The sensitivity to the contact resistivity equals the contact's share of the power. Changing $\rho_c$ slightly in the resistor network gives $0.332$ for the example, equal to the share.

The corresponding sensitivity to $R_s$, at fixed $\rho_c$, has the opposite sign in the second term because $y\propto R_s^{1/2}$:
\begin{equation}
\frac{\partial\ln R}{\partial\ln R_s}=\frac12+\frac{y}{\sinh2y}=1-f .
\label{eq:sensRs}
\end{equation}
In the example this is $0.668$, so the film matters twice as much as the contact.

A measured $R$ can be turned into $\rho_c$ if $R_s$, $d$ and $W$ are known. Dividing by the bare-film value gives
\begin{equation}
\frac{R}{R_sd/W}=\frac{\tanh y}{y}.
\label{eq:invert}
\end{equation}
By Eq.~(\ref{eq:logtanh}) the right side has logarithmic slope $2y/\sinh2y-1$, which is negative for $y>0$ because $\sinh2y>2y$. The ratio falls steadily from one to zero, so each ratio in that range fixes one $y$, and then $\rho_c=R_sd^2/(4y^2)$. In the example the ratio is $0.628$, $y=1.414$, and $\rho_c=50\times16/(4\times2)=100~\Omega\,\mu{\rm m}^2$. The $R_s$ needed is that of the film under the strip. If it were $55~\Omega$ per square there and the value $50~\Omega$ measured elsewhere were used, the result would be $122$ instead of $100~\Omega\,\mu{\rm m}^2$. For shorter strips the error is larger, and the measured ratio can even exceed one, which leaves no solution.

A small relative error in $R$ becomes a relative error $1/f$ times larger in $\rho_c$. Here the factor is $3.0$. For a strip of $0.5~\mu$m with the same film and contact, $f\approx y^2/3\approx0.01$ and the factor is about one hundred. A strip much shorter than $L_T$ is therefore a poor probe of its own contact.

\subsection{First generalization: a metal with resistance}

Let the metal have sheet resistance $R_m$. Its potential now varies with $x$. The current in the metal is $I_0-I$, because the total through any cross-section is $I_0$. Ohm's law in the two layers gives
\begin{equation}
\frac{du}{dx}=-\frac{R_s}{W}I+\frac{R_m}{W}(I_0-I)
=-\frac1W\left[(R_s+R_m)I-R_mI_0\right].
\end{equation}
Charge conservation is unchanged, $dI/dx=-Wu/\rho_c$. Differentiating it and inserting $du/dx$,
\begin{equation}
\frac{d^2I}{dx^2}=\frac{SI-R_mI_0}{\rho_c}
=\frac{1}{\lambda^2}\left(I-\frac{R_m}{S}I_0\right),\qquad
S=R_s+R_m,\quad \lambda=\sqrt{\frac{\rho_c}{S}} .
\end{equation}
The constant $R_mI_0/S$ is a particular solution: it is the film's part of the current when the layers share it as parallel resistors. The conditions $I(\pm d/2)=I_0$ are symmetric and select the even solution of the remaining equation. Its amplitude must supply the difference $I_0-R_mI_0/S=R_sI_0/S$ at the edges, so
\begin{equation}
I=I_0\left[\frac{R_m}{S}+\frac{R_s}{S}\,\frac{\cosh(x/\lambda)}{\cosh(d/2\lambda)}\right].
\end{equation}
The film voltage is the integral of $R_sI/W$. The integral of $\cosh(x/\lambda)$ over the strip is $2\lambda\sinh(d/2\lambda)$, and
\begin{equation}
R=\frac1W\left[\frac{R_sR_m}{S}\,d+\frac{2\lambda R_s^2}{S}\tanh\frac{d}{2\lambda}\right].
\label{eq:Rm}
\end{equation}

For $R_m\to0$, $S\to R_s$ and $\lambda\to L_T$, and Eq.~(\ref{eq:recallR}) returns. For $R_m\to\infty$ the second term vanishes and the first becomes $R_sd/W$, the bare film. A long strip no longer saturates: $R$ grows with $d$ at the rate of two parallel layers.

Aluminium $0.5~\mu$m thick, with a resistivity of roughly $3~\mu\Omega\,$cm, has $R_m=0.06~\Omega$ per square. Equation~(\ref{eq:Rm}) then gives $6.284~\Omega$, a shift of $+0.03\%$ relative to the ideal metal. A thin silicide-like layer with $R_m=5~\Omega$ per square gives $6.44~\Omega$, or $+2.5\%$, with $R_s$ and $\rho_c$ held fixed. The resistor network, given a resistive metal layer, agrees with Eq.~(\ref{eq:Rm}) within one part in $10^4$ in both cases.

\subsection{Second generalization: a film of finite thickness}

Let the film have thickness $t$ and uniform, isotropic resistivity $\rho=R_st$. The height $z$ runs from $0$ at the insulating bottom to $t$ at the contact. The potential $\phi(x,z)$ obeys Laplace's equation. If it varies slowly along $x$ on the scale of $t$, then to leading order $\partial^2\phi/\partial x^2$ can be replaced by $\bar V''$, the second derivative of the average of $\phi$ over $z$. Then
\begin{equation}
\frac{\partial^2\phi}{\partial z^2}=-\bar V'',\qquad
\phi=\phi_0(x)-\frac{\bar V''z^2}{2},
\end{equation}
where no current through the bottom excludes a term linear in $z$. The upward current density at the top is
\begin{equation}
J=-\frac1\rho\left.\frac{\partial\phi}{\partial z}\right|_{z=t}=\frac{\bar V''t}{\rho}.
\end{equation}
The average of $z^2$ over the thickness is $t^2/3$, so $\bar V=\phi_0-\bar V''t^2/6$, while the top is at $\phi_0-\bar V''t^2/2$. The difference is
\begin{equation}
\bar V-\phi(x,t)=\frac{\bar V''t^2}{3}=\frac{\rho t}{3}J=\frac{R_st^2}{3}J .
\end{equation}
Adding the interface drop $\rho_cJ$ gives
\begin{equation}
\bar V-V_m=\left(\rho_c+\frac{R_st^2}{3}\right)J .
\label{eq:thick}
\end{equation}
The thin-film equations hold for the average potential with a larger effective contact resistivity. The relative increase is $t^2/(3L_T^2)$, so the condition for a thin film is $t\ll L_T$.

With $t=0.2~\mu$m the increase is $0.67~\Omega\,\mu{\rm m}^2$ on $100~\Omega\,\mu{\rm m}^2$, and multiplication by $f$ predicts a shift of $+0.22\%$ in $R$. A two-dimensional resistor network with ten layers through the thickness gives $+0.215\%$. Halving $t$ at fixed $R_s$ reduces the shift to $+0.055\%$, close to the quarter expected from $t^2$. The last digit of each value depends on the mesh: in the limit of a fine mesh the shifts are $+0.211\%$ and $+0.054\%$. Equation~(\ref{eq:thick}) leaves out the regions within about $t$ of the strip edges, where the variation along $x$ is not slow.

\subsection{Third generalization: a nonlinear contact}

As a trial law, let
\begin{equation}
J=\frac{u_T}{\rho_c}\left(e^{u/u_T}-1\right),\qquad u_T=\frac{k_BT}{q},
\end{equation}
where $k_B$ is Boltzmann's constant, $T$ the temperature and $q$ the elementary charge. For $|u|\ll u_T$ it reduces to $u/\rho_c$. At 300~K $u_T=25.85$~mV, and the largest $|u|$ in the linear solution is $3.14$~mV, or $12\%$ of $u_T$.

The effect on $R$ is much smaller than $12\%$. Part of the reason is a symmetry, which removes the correction of first order in $I_0$. If $u(x)$ and $I(x)$ solve the equations for current $I_0$, then $u(-x)$ and $-I(-x)$ solve them for $-I_0$, with the same contact law. The end-to-end voltage changes sign, so it is odd in $I_0$ and $R$ is even. The first correction is then of order $I_0^2$. Numerical solution gives $+0.03\%$ at 1~mA and four times as much at 2~mA. An end contact of the same length lacks this symmetry: with the same law and 1~mA flowing from film to metal, its resistance changes by $-2.3\%$.

\subsection{The strip beside a real contact}

The example is modelled on an aluminium strip, with a thin barrier layer, on a heavily doped n-type silicon film. Its parameters are rough typical values. A resistivity of $10^{-3}~\Omega\,$cm and an assumed mobility of $90~{\rm cm}^2/{\rm Vs}$ imply about $7\times10^{19}$ electrons per cm$^3$. This is $2.5$ times the effective density of states at 300~K, so the electrons are degenerate; in this model that acts through the values of $R_s$ and $\rho_c$. The field in the bare film, $I_0R_s/W=25$~V/cm, is far below the $10^4$~V/cm or more needed for the drift velocity of electrons in silicon to approach saturation.

The metal also depletes a thin layer of the film. For a uniform donor density $N$ and permittivity $\varepsilon$, integrating Poisson's equation twice gives a band bending $\psi=qNw^2/(2\varepsilon)$ over a width $w$. An assumed $\psi=0.6$~V gives $w=3.3$~nm out of 200~nm. The film under the strip is thinner by $1.7\%$, and $R$ rises by $1.1\%$ at fixed $\rho_c$. This estimate treats the edge of the depleted layer as abrupt. With Fermi--Dirac statistics for the degenerate electrons the effective width is $3.2$~nm and the thinning $1.6\%$, while the rise in $R$ remains $1.1\%$. For a strip shorter than about $0.6~\mu$m, the loss of film outweighs the gain from the metal path, and the resistance is slightly higher than that of the untouched film.

Electrons can tunnel through this layer. At the energy of the band edge in the bulk, the barrier at distance $s$ from the inner end of the layer is $q^2Ns^2/(2\varepsilon)$. For mass $m$ the semiclassical exponent is
\begin{equation}
\frac2\hbar\int_0^w\sqrt{2m\,\frac{q^2Ns^2}{2\varepsilon}}\;ds
=\frac{q w^2}{\hbar}\sqrt{\frac{mN}{\varepsilon}}
=\frac{q\psi}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\end{equation}
Silicon's light and heavy electron masses, $0.19$ and $0.98$ free-electron masses, give $104$ and $46$~meV. Both exceed $k_BT=26$~meV, so the tunnelling factor $e^{-q\psi/E_{00}}$ exceeds the thermal factor $e^{-q\psi/k_BT}$. The Fermi level lies about $45$~meV above the band edge, and there the light-mass exponent is $4.7$ instead of $5.8$. The value $\rho_c=10^{-6}~\Omega\,{\rm cm}^2$ was assumed, not derived from this barrier. A semiclassical sum over the six valleys for a clean (100) interface, with the same $\psi$ and $N$, gives a value of order $10^{-7}~\Omega\,{\rm cm}^2$. At $10^{-7}~\Omega\,{\rm cm}^2$, $L_T$ is $0.45~\mu$m and the thin-film result is about $3\%$ too low. The diode law above is a probe of nonlinearity, not a model of this contact. Its polarity is also that of a barrier on a p-type film; reversing it for an n-type film mirrors the current profile about the centre and leaves $R$ unchanged.

The film under the strip may also differ from the film measured elsewhere. Forming a silicide, for instance, consumes silicon and can raise $R_s$ there. A $10\%$ rise of $R_s$ at fixed $\rho_c$ raises $R$ by $6.5\%$, close to the $6.7\%$ that the sensitivity $1-f$ gives to first order. Much better contacts break the thin-film condition instead: $\rho_c=10^{-8}~\Omega\,{\rm cm}^2$ on the same film would give $L_T=0.14~\mu$m, less than the film thickness, and Eq.~(\ref{eq:recallR}) could not be trusted. It also fails if the strip covers only part of the width, since the current is then no longer uniform across the film. The estimates for silicon use a relative permittivity of $11.7$ and a density-of-states mass of $1.08$ free-electron masses.

\section*{Calculated quantities}
\begin{verbatim}
sheet resistance Rs = 50.0 ohm/sq
contact resistivity = 1.0e-06 ohm cm^2
strip length d = 4.0 um
width W = 20.0 um
film thickness t = 0.20 um
current I0 = 1.00 mA
transfer length LT = 1.4142 um
y = d/(2 LT) = 1.4142
tanh y = 0.8884
R from formula = 6.2818 ohm
R from ladder network = 6.2818 ohm
bare film Rs d/W = 10.0000 ohm
long-strip limit 2 Rs LT/W = 7.0711 ohm
end contact of length d = 3.5603 ohm
end-to-end voltage = 6.282 mV
film-metal voltage at edge = 3.141 mV
contact current density at edge = 3141 A/cm^2
metal current at centre = 0.5409 mA
power in film = 4.195 uW
power in contact = 2.087 uW
contact share of power = 0.3322
dlnR/dln(rho_c), network = 0.3322
d =  0.5 um: R = 1.2371 ohm, bare 1.250 ohm
d =  1.0 um: R = 2.4008 ohm, bare 2.500 ohm
d =  2.0 um: R = 4.3053 ohm, bare 5.000 ohm
d =  4.0 um: R = 6.2818 ohm, bare 10.000 ohm
d =  8.0 um: R = 7.0218 ohm, bare 20.000 ohm
d = 16.0 um: R = 7.0709 ohm, bare 40.000 ohm
aluminium sheet resistance = 0.060 ohm/sq
R with aluminium = 6.2838 ohm (+0.03 %)
thin-layer sheet resistance = 5.0 ohm/sq
R with thin layer = 6.4380 ohm (+2.49 %)
R, 2D film = 6.2953 ohm (+0.215 %)
shift, 2D film of half thickness = +0.055 %
shift from rho_c + Rs t^2/3 = +0.221 %
thermal voltage at 300 K = 25.85 mV
shift, diode-law contact = +0.030 %
film resistivity = 1.00e-03 ohm cm
assumed mobility = 90 cm^2/Vs
carrier density = 6.94e+19 cm^-3
density / effective density of states = 2.46
tunnelling energy E00, mass 0.19 = 104 meV
tunnelling energy E00, mass 0.98 = 46 meV
assumed band bending = 0.6 V
depletion width = 3.34 nm
shift, depleted film = +1.13 %
shift, Rs raised by 10 % = +6.50 %
field in bare film = 25.0 V/cm
\end{verbatim}
